# Waveguide Loss from a Thin Absorbing Surface Layer

## What symmetry and dimensions fix

A lossless waveguide, uniform along $z$, carries a bound mode of power $P$. Its core and cladding have relative permittivities $\varepsilon_1$ and $\varepsilon_2$. Their boundary is coated with a film of thickness $d$ and relative permittivity $\varepsilon_s=\varepsilon'+i\varepsilon''$. Fields vary as $e^{i\beta z-i\omega t}$, so $\varepsilon''>0$ means absorption, and all materials are nonmagnetic. The power decays as $e^{-\alpha z}$ with $\alpha=2\,\mathrm{Im}\,\beta$.

To leading order in $d$, each element $dl$ of the boundary contour absorbs independently, in proportion to $d$ and quadratically in the local field. Because the film is nonmagnetic, it absorbs only through the electric field. That field is best described by quantities that have a single value at the boundary: the tangential electric field $\mathbf E_t$ and the normal displacement $D_n$, both continuous there. The normal electric field is not: it jumps by the factor $\varepsilon_1/\varepsilon_2$.

A smooth isotropic film looks the same after any rotation about its normal and after reflection in any plane containing the normal. A product of $\mathbf E_t$ with $D_n$ changes sign under a half-turn about the normal, so it cannot appear. The combination $i\,\hat{\mathbf n}\cdot(\mathbf E_t^*\times\mathbf E_t)$ survives rotations but changes sign under reflection. What remains is $|\mathbf E_t|^2$ and $|D_n|^2$.

The quantity $\omega\varepsilon_0|\mathbf E_t|^2$ is a power per volume. Multiplied by $d\,dl$ and divided by $P$, it is an inverse length, as $\alpha$ must be. The same holds for $\omega|D_n|^2/\varepsilon_0$. Hence

$$
\alpha=\frac{\omega d}{2P}\oint\left[a\,\varepsilon_0|\mathbf E_t|^2+b\,\frac{|D_n|^2}{\varepsilon_0}\right]dl ,
$$

with dimensionless $a$ and $b$ that depend on the permittivities. The longitudinal field $E_z$ and the transverse tangential field share the coefficient $a$, because the film has no preferred direction in its plane. Symmetry does not give $a$ and $b$. Two derivations follow, both leading to

$$
a=\varepsilon'',\qquad b=\frac{\varepsilon''}{|\varepsilon_s|^2}. \tag{1}
$$

## First derivation: comparing two guides

Let $\mathbf E_0,\mathbf H_0,\beta_0$ belong to the bare guide with real permittivity $\varepsilon_{\rm bare}$, and $\mathbf E,\mathbf H,\beta$ to the coated guide with permittivity $\varepsilon$. Maxwell's equations for the coated guide are

$$
\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad
\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\,\mathbf E .
$$

The bare fields obey the same equations with $\varepsilon_{\rm bare}$. Their complex conjugates are $\nabla\times\mathbf E_0^*=-i\omega\mu_0\mathbf H_0^*$ and $\nabla\times\mathbf H_0^*=i\omega\varepsilon_0\varepsilon_{\rm bare}\mathbf E_0^*$. Using $\nabla\cdot(\mathbf A\times\mathbf B)=\mathbf B\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf B$,

$$
\begin{aligned}
\nabla\cdot(\mathbf E_0^*\times\mathbf H)&=-i\omega\mu_0\mathbf H\cdot\mathbf H_0^*+i\omega\varepsilon_0\varepsilon\,\mathbf E_0^*\cdot\mathbf E,\\
\nabla\cdot(\mathbf E\times\mathbf H_0^*)&=\;\;\,i\omega\mu_0\mathbf H\cdot\mathbf H_0^*-i\omega\varepsilon_0\varepsilon_{\rm bare}\mathbf E_0^*\cdot\mathbf E .
\end{aligned}
$$

The magnetic terms cancel in the sum:

$$
\nabla\cdot(\mathbf E_0^*\times\mathbf H+\mathbf E\times\mathbf H_0^*)
=i\omega\varepsilon_0(\varepsilon-\varepsilon_{\rm bare})\mathbf E_0^*\cdot\mathbf E .
$$

Since $\beta_0$ is real, every product here varies as $e^{i(\beta-\beta_0)z}$, and $\partial_z$ gives the factor $i(\beta-\beta_0)$. Integrate over the cross-section. The transverse part of the divergence becomes a flux through a distant contour, which vanishes for bound modes. Material boundaries add nothing, because the flux normal to them involves tangential fields, which are continuous. After division by $i$,

$$
(\beta-\beta_0)\int(\mathbf E_0^*\times\mathbf H+\mathbf E\times\mathbf H_0^*)\cdot\hat{\mathbf z}\,dA
=\omega\varepsilon_0\int(\varepsilon-\varepsilon_{\rm bare})\mathbf E_0^*\cdot\mathbf E\,dA. \tag{2}
$$

No thinness has been assumed yet. Quadrature of both sides of (2) for a slab with a strongly absorbing 30 nm film confirms the identity to rounding error.

Now let $d$ be small. The factor $\beta-\beta_0$ is already of order $d$, so the integral beside it is needed at $d=0$, where it equals

$$
2\,\mathrm{Re}\int(\mathbf E_0\times\mathbf H_0^*)\cdot\hat{\mathbf z}\,dA=4P,\qquad
P=\tfrac12\mathrm{Re}\int(\mathbf E_0\times\mathbf H_0^*)\cdot\hat{\mathbf z}\,dA .
$$

The right side of (2) is confined to the film, where $\varepsilon-\varepsilon_{\rm bare}=\varepsilon_s-\varepsilon_b$ and $\varepsilon_b$ is the permittivity of the medium the film replaces. Continuity fixes the field inside the film at leading order:

$$
\mathbf E_t\to\mathbf E_{0t},\qquad E_n\to\frac{D_{0n}}{\varepsilon_0\varepsilon_s},
\qquad\text{while}\qquad E_{0n}=\frac{D_{0n}}{\varepsilon_0\varepsilon_b}. \tag{3}
$$

The normal electric field in the film therefore differs from the bare one by a finite factor however thin the film is. The normal contribution to the integrand is

$$
\varepsilon_0(\varepsilon_s-\varepsilon_b)\frac{|D_{0n}|^2}{\varepsilon_0^2\varepsilon_b\varepsilon_s}
=\left(\frac1{\varepsilon_b}-\frac1{\varepsilon_s}\right)\frac{|D_{0n}|^2}{\varepsilon_0}.
$$

Dropping the subscript 0 on the boundary fields gives the complex shift

$$
\Delta\beta=\frac{\omega d}{4P}\oint\left[\varepsilon_0(\varepsilon_s-\varepsilon_b)|\mathbf E_t|^2+\left(\frac1{\varepsilon_b}-\frac1{\varepsilon_s}\right)\frac{|D_n|^2}{\varepsilon_0}\right]dl. \tag{4}
$$

For the loss, take $2\,\mathrm{Im}$. Because $\varepsilon_b$ is real, it drops out. Since $1/\varepsilon_s=(\varepsilon'-i\varepsilon'')/|\varepsilon_s|^2$, one has $\mathrm{Im}(-1/\varepsilon_s)=+\varepsilon''/|\varepsilon_s|^2$. The result is

$$
\boxed{\;\alpha=\frac{\omega d}{2P}\oint\left[\varepsilon_0\varepsilon''|\mathbf E_t|^2+\frac{\varepsilon''}{|\varepsilon_s|^2}\frac{|D_n|^2}{\varepsilon_0}\right]dl\;} \tag{5}
$$

which is (1). At this order it does not matter whether the film has consumed core or covered it. The real phase shift does depend on that.

## Second derivation: counting dissipated power

This route uses the coated guide alone. From Maxwell's equations,

$$
\nabla\cdot(\mathbf E\times\mathbf H^*)=\mathbf H^*\cdot\nabla\times\mathbf E-\mathbf E\cdot\nabla\times\mathbf H^*
=i\omega\mu_0|\mathbf H|^2-i\omega\varepsilon_0\varepsilon^*|\mathbf E|^2 .
$$

The first term is imaginary. In the second, $-i\varepsilon^*=-i\,\mathrm{Re}\,\varepsilon-\mathrm{Im}\,\varepsilon$. Half the real part is the time-averaged energy balance,

$$
\nabla\cdot\tfrac12\mathrm{Re}(\mathbf E\times\mathbf H^*)=-\tfrac12\omega\varepsilon_0\,\mathrm{Im}\,\varepsilon\,|\mathbf E|^2 .
$$

Integrate over the cross-section. The lateral flux vanishes again, and the guided power $P_c$ of the coated guide obeys $dP_c/dz=-\alpha P_c$. Therefore

$$
\alpha=\frac{\omega\varepsilon_0}{2P_c}\int_{\rm film}\varepsilon''\left(|\mathbf E_t|^2+|E_n|^2\right)dA. \tag{6}
$$

This holds at finite thickness if the true fields are used. For a thin film, $P_c\to P$, $dA\to d\,dl$, and the limits (3) give $|E_n|^2\to|D_n|^2/(\varepsilon_0^2|\varepsilon_s|^2)$. Equation (5) follows at once. The factor $1/|\varepsilon_s|^2$ now has a direct meaning: the boundary fixes $D_n$, and a film of large permittivity needs little electric field to carry it.

## What each derivation assumes

Both routes need a bound mode, a smooth boundary with radius of curvature much larger than $d$, and the thin-film limits (3). They differ in the rest.

The comparison of two guides, in the conjugated form used here, needs a lossless reference. With a lossy one, (2) would contain $\beta-\beta_0^*$ and $\varepsilon-\varepsilon_{\rm bare}^*$, which do not vanish when the film is removed. In return it gives the phase shift as well as the loss, and it shows where $\varepsilon_b$ enters.

The power balance needs no reference guide until the fields are approximated, and $\varepsilon_b$ never appears. It says nothing about the phase. It also assigns dissipation to each field component at finite thickness, whereas the integrand of (2) mixes the fields of two guides and is not a local heating rate.

Both extend to a film with permittivity $\varepsilon_\parallel$ in its plane and $\varepsilon_\perp$ along its normal. The relation $\mathbf D=\varepsilon_0\varepsilon\mathbf E$ then holds separately for each part, so $\varepsilon_s$ becomes $\varepsilon_\parallel$ in the first term of (4) and $\varepsilon_\perp$ in the second. Making just one of them absorbing isolates one contribution. This separation was tested for a coated slab against complex roots of its dispersion equation.

## A slab coated on both faces

Take a core $|x|<h/2$. It is convenient to rescale the fields so that $\varepsilon_0=\mu_0=c=1$ and $\omega=k_0$, and to write $n=\beta_0/k_0$. Power is counted per unit width along $y$, and the contour integral becomes a sum over two faces.

For TE polarization, Faraday's law gives $H_x=-nE_y$. Hence $P=\tfrac12nI_E$ with $I_E=\int E_y^2dx$. There is no normal displacement, and (5) becomes

$$
\alpha_{\rm TE}=\frac{2k_0d\,\varepsilon''E_s^2}{nI_E}, \tag{7}
$$

where $E_s$ is $E_y$ at the face.

For TM polarization, $\nabla\times\mathbf H=(-i\beta_0H_y,0,H_y')=-ik_0\varepsilon\mathbf E$. This gives $E_x=nH_y/\varepsilon$, $D_x=nH_y$ and $E_z=iH_y'/(k_0\varepsilon)$. Then $P=\tfrac12nI_M$ with $I_M=\int H_y^2/\varepsilon\,dx$, and

$$
\alpha_{\rm TM}=\frac{2k_0d\,\varepsilon''}{nI_M}\left[|E_z|^2+\frac{n^2H_s^2}{|\varepsilon_s|^2}\right], \tag{8}
$$

where $H_s$ is $H_y$ at the face.

The fundamental mode has $E_y$ or $H_y$ equal to $\cos kx$ in the core and decaying as $e^{-\gamma(|x|-h/2)}$ outside, with $k=k_0\sqrt{\varepsilon_1-n^2}$ and $\gamma=k_0\sqrt{n^2-\varepsilon_2}$. Continuity of the other tangential field gives $k\tan(kh/2)=\gamma$ for TE and $(k/\varepsilon_1)\tan(kh/2)=\gamma/\varepsilon_2$ for TM. Integrating $\cos^2kx$ over the core and the two exponential tails,

$$
I_E=\frac h2+\frac{\sin kh}{2k}+\frac{\cos^2(kh/2)}{\gamma}.
$$

For $I_M$, the first two terms are divided by $\varepsilon_1$ and the last by $\varepsilon_2$.

On the cladding side $|H_y'|=\gamma H_s$, so $|E_z|^2=(n^2-\varepsilon_2)H_s^2/\varepsilon_2^2$. The two TM contributions then have the ratio

$$
\frac{\alpha_t}{\alpha_n}=\frac{|\varepsilon_s|^2}{\varepsilon_2^2}\left(1-\frac{\varepsilon_2}{n^2}\right). \tag{9}
$$

For a very thin core, $n^2\to\varepsilon_2$, the decay into the cladding becomes slow, $E_z$ vanishes relative to $D_x$, and the normal part dominates. For a thick core, $n^2\to\varepsilon_1$, and the ratio approaches $(|\varepsilon_s|^2/\varepsilon_2^2)(1-\varepsilon_2/\varepsilon_1)$.

## Numbers for a high-contrast slab

Choose $\varepsilon_1=12$, $\varepsilon_2=2$, $h=0.22$ µm, $\varepsilon_s=4+0.01i$, $d=1$ nm on both faces and a wavelength of 1.55 µm, so that $k_0=4.0537$ µm$^{-1}$. These are round model parameters.

The TE mode has $n=2.8332$, $E_s=0.6303$ and $I_E=0.21049$ µm. Equation (7) gives

$$
\alpha_{\rm TE}=\frac{2(4.0537)(0.001)(0.01)(0.6303)^2}{(2.8332)(0.21049)}
=5.40\times10^{-5}\ \text{µm}^{-1}.
$$

Multiplying by $10^4$ µm/cm and $10\log_{10}e=4.343$ gives 2.35 dB/cm.

The TM mode has $n=2.0177$, $I_M=0.019556$ µm, $|E_z|^2=0.04977$ and $|D_x|^2=0.3913$. The prefactor in (8) is $2.0546\times10^{-3}$ µm$^{-1}$, so

$$
\begin{aligned}
\alpha_t&=2.0546\times10^{-3}\times0.04977=1.023\times10^{-4}\ \text{µm}^{-1},\\
\alpha_n&=2.0546\times10^{-3}\times0.3913/16=5.02\times10^{-5}\ \text{µm}^{-1}.
\end{aligned}
$$

The sum is $1.525\times10^{-4}$ µm$^{-1}$, or 6.62 dB/cm. Although $|D_x|^2$ is about eight times $|E_z|^2$ in these scaled units, the factor $1/16$ leaves the normal part with one third of the loss. Equation (9) gives the same ratio, $4(1-2/4.071)=2.03$.

Using the bare normal electric field in the film would replace $1/|\varepsilon_s|^2$ by $1/\varepsilon_2^2$ or $1/\varepsilon_1^2$, depending on the side chosen. The normal part would be multiplied by 4 or by 0.111, and the TM loss would come out as 13.2 or 4.68 dB/cm. Relative to 6.62 dB/cm, these are errors of $+99\%$ and $-29\%$. The two choices differ by $(\varepsilon_1/\varepsilon_2)^2=36$ in the normal term. When all three permittivities are nearly equal, the ambiguity disappears and the loss depends simply on $|\mathbf E|^2$ at the boundary.

The phase shift shows the role of $\varepsilon_b$. For TM, (4) reads $\Delta n/d=(nI_M)^{-1}[\ldots]$ with $(nI_M)^{-1}=25.34$ µm$^{-1}$. If the film replaces cladding, the real part of the bracket is $2(0.04977)+\tfrac14(0.3913)=0.1974$, giving $+5.00$ µm$^{-1}$. If it replaces core, the bracket is $-8(0.04977)-\tfrac16(0.3913)=-0.4634$, giving $-11.74$ µm$^{-1}$. The imaginary part is 0.0188 µm$^{-1}$ in both cases. Complex roots of the coated slab, extrapolated to zero thickness, agree with these values.

A circular rod tests the contour integral with all components present. For radius 0.18 µm and the same materials and film, the lowest hybrid mode loses 5.21 dB/cm by (5) and 5.19 dB/cm by the complex root. The shares are 65% from $E_z$, 8% from the azimuthal field and 27% from $D_r$.

## Where the result stops holding

At fixed $\varepsilon'>0$ the tangential weight grows linearly with $\varepsilon''$. The normal weight does not, since

$$
\frac{d}{d\varepsilon''}\frac{\varepsilon''}{\varepsilon'^2+\varepsilon''^2}
=\frac{\varepsilon'^2-\varepsilon''^2}{(\varepsilon'^2+\varepsilon''^2)^2}
$$

vanishes at $\varepsilon''=\varepsilon'$, where the weight is largest. Beyond that point stronger absorption expels the normal electric field faster than it adds dissipation. For the TM slab with a uniaxial film that absorbs only along its normal ($\varepsilon_\parallel=4$, $\varepsilon_\perp=4+i\varepsilon''$), the complex roots extrapolated to zero thickness give equal losses at $\varepsilon''=2$ and $8$, each 0.80 of the value at $\varepsilon''=4$. For an isotropic film on this slab the first-order total still rises with $\varepsilon''$: the slope of the normal weight is never below $-1/(8\varepsilon'^2)=-1/128$, and $0.3913/128$ is far smaller than $|E_z|^2=0.04977$.

Neither extreme of $\varepsilon_s$ may be taken at fixed $d$. Inside the film the TM equations are $H_y'=-ik_0\varepsilon_sE_z$ and $E_z'=ik_0(n^2/\varepsilon_s-1)H_y$. For both fields to change little across the film,

$$
k_0d\,|\varepsilon_s|\,|E_z|\ll|H_y|,\qquad
k_0d\left|\frac{n^2}{\varepsilon_s}-1\right||H_y|\ll|E_z| .
$$

The first condition fails for very large $|\varepsilon_s|$. The second fails as $\varepsilon_s\to0$, so the growth of the normal weight there cannot be followed to the limit. These two conditions concern the TM fields inside the film and are not sufficient: the film must also leave the mode as a whole nearly unchanged, so that $P_c\approx P$. For a very thin core, $\gamma$ and hence $1/P$ are proportional to the core width, so a film with $\varepsilon_s\approx\varepsilon_2$ that consumes core makes (5) too large by about $h/(h-2d)$ even when both inequalities are well satisfied. A sharp corner violates the smooth-boundary assumption, and scattering by roughness is a separate loss.

Beyond leading order the position of the film matters, and the figures that follow are for a film that covers the core and replaces cladding. (If the same film replaces core, first order underestimates the TE loss by about 6% and overestimates the TM loss by about 4% at 10 nm.) For the slab above, first order overestimates the TE loss by 0.9% of the exact-root value at 1 nm and by 9% at 10 nm. The decay of the bare intensity across the film suggests an error of about $\gamma d=1.0\%$ at 1 nm; the change of the mode itself also contributes. The TM error stays within about 0.2% up to 10 nm for $\varepsilon'=4$, but this partly reflects a cancellation that depends on the film permittivity. At 1 nm, the finite-thickness balance (6) shows the tangential part overestimated by 0.16% and the normal part underestimated by 0.5%. The small total error is therefore not a measure of the accuracy of each part. The numerical output below lists the intermediate thicknesses.

## Values computed for the example and the checks

```
wavelength 1.55 um, k0 = 4.05367 1/um
eps core 12.0, cladding 2.0, layer (4+0.01j)
slab width 0.22 um, layer 1.0 nm on both faces
TE: n = 2.833161, k = 8.08013, gamma = 9.95157 1/um
TE: norm integral I = 0.210487 um, surface f = 0.630333
TM: n = 2.017728, k = 11.41435, gamma = 5.83394 1/um
TM: norm integral I = 0.019556 um, surface f = 0.310024
TM surface |Ez|^2 = 0.049769, |Dx|^2 = 0.391304 (scaled)
TE loss, first order: 5.40160e-05 1/um = 2.3459 dB/cm
TE loss, exact root:  5.35333e-05 1/um = 2.3249 dB/cm
TM tangential part, first order: 1.02256e-04 1/um
TM normal part, first order:     5.02488e-05 1/um
TM loss, first order: 1.52505e-04 1/um = 6.6232 dB/cm
TM loss, exact root:  1.52608e-04 1/um = 6.6277 dB/cm
TM exact dissipation: tangential 1.02095e-04, normal 5.05129e-05 1/um
TM normal fraction, first order: 0.3295
naive normal factor: cladding field 4.0000, core field 0.1111
naive TM loss, cladding-side field: 13.1701 dB/cm
naive TM loss, core-side field:     4.6834 dB/cm
TM dn/dd, layer replaces cladding: 5.00177 + 1.88108e-02 i 1/um
TM dn/dd, layer replaces core:     -11.74304 + 1.88108e-02 i 1/um
first-order loss / exact loss for thicker layers:
  d =  1.0 nm: TE 1.0090, TM 0.9993
  d =  2.0 nm: TE 1.0181, TM 0.9988
  d =  5.0 nm: TE 1.0456, TM 0.9980
  d = 10.0 nm: TE 1.0923, TM 0.9993
normal-only loss relative to Im eps = 4 (Re eps = 4):
  Im 2: 0.80000, Im 3.8: 0.99869, Im 4: 1.00000, Im 4.2: 0.99881, Im 8: 0.80000
rod radius 0.18 um: n = 2.170962
rod loss: first order 5.2091, exact root 5.1881 dB/cm
rod loss shares: Ez 0.6478, Ephi 0.0826, Dr 0.2696
largest relative slab loss-slope error: 1.8e-06
exact identity, 30 nm layer, relative error: 7.1e-14
```
